\section*{Negative Quartic Energy from Trilinear Coupling of Polarization to Two Modes}

\section{Energy and conventions}

Let $Q_1$ and $Q_2$ be the dimensionless amplitudes of two nonpolar lattice modes, and let $P$ be the component of uniform polarization to which their product couples. The energy per formula unit is
\begin{align}
F={}&\frac{\alpha}{2}\rho^2+\frac{\beta}{4}(Q_1^4+Q_2^4)+\frac{\gamma}{2}Q_1^2Q_2^2+\frac a2P^2\nonumber\\
&+gPQ_1Q_2+\frac{\kappa}{2}P^2\rho^2+\frac b4P^4-vEP, \label{energy}
\end{align}
where $\rho^2=Q_1^2+Q_2^2$. Here $P$ is in $\mu$C/cm$^2$ and the macroscopic field $E$ is in MV/cm. The constant $v$ converts $EP$ into meV per formula unit. We take $g>0$; replacing $P$ by $-P$ reverses the sign of $g$ at zero field.

The polarization is stable by itself: $a>0$. We also assume $\beta>0$, $B\equiv\beta+\gamma>0$, $\kappa\ge0$ and $b\ge0$. With $B>0$, the equal-amplitude quartic energy is positive before the coupling acts. The treatment is mean field: the amplitudes are uniform, and the coefficients are those of the free energy at the temperature of use.

\section{What equivalence requires}

Suppose that the parent symmetry contains two operations,
\begin{align}
(P,Q_1,Q_2)&\to(-P,-Q_1,Q_2),\nonumber\\
(P,Q_1,Q_2)&\to(P,Q_2,Q_1). \label{symmetry}
\end{align}
Applying the exchange before and after the first operation gives a third, $(P,Q_1,Q_2)\to(-P,Q_1,-Q_2)$. A monomial $P^lQ_1^mQ_2^n$ survives the two sign changes if $l+m$ and $l+n$ are even, so $l,m,n$ must be all even or all odd. Through fourth order the one all-odd monomial is $PQ_1Q_2$. The all-even ones are squares, fourth powers and products of two squares. The exchange then equates the coefficients of $Q_1^2$ and $Q_2^2$, and likewise in the other pairs. Equation~\eqref{energy} therefore contains every invariant through fourth order.

Equivalence does not by itself permit the trilinear term. If inversion multiplies both modes by the same parity $\eta=\pm1$, then
\begin{equation}
PQ_1Q_2\to(-P)(\eta Q_1)(\eta Q_2)=-PQ_1Q_2, \label{parity}
\end{equation}
and the term is forbidden. Symmetry partners can carry it if the parent has no inversion, or if inversion acts differently on the two partners.

Cubic fluorite, the high-symmetry reference of hafnia, does not meet this condition at its zone-boundary X points. Its space group is symmorphic, so inversion commutes with the point operations about a common origin. Inversion also belongs to the group of each X wavevector. All partners in one irreducible representation there have the same parity, and Eq.~\eqref{parity} applies. Modes from two different X points have a nonzero total wavevector, so their product cannot couple to uniform $P$. A trilinear term between $P$ and two modes at one X point thus joins modes of opposite parity, which are not equivalent. For hafnia, equal coefficients are a simplification.

\section{Elimination of the polarization}

At $E=0$ and fixed $Q_1,Q_2$, the condition $\partial F/\partial P=0$ reads
\begin{equation}
(a+\kappa\rho^2)P+gQ_1Q_2+bP^3=0. \label{stationary}
\end{equation}
The second derivative, $a+\kappa\rho^2+3bP^2$, is positive, so there is one solution and it is a minimum. First set $b=0$ and write $A=a+\kappa\rho^2$. Completing the square gives
\begin{equation}
\frac A2P^2+gPQ_1Q_2=\frac A2\left(P+\frac{gQ_1Q_2}{A}\right)^2-\frac{g^2Q_1^2Q_2^2}{2A}. \label{square}
\end{equation}
Hence
\begin{equation}
P=-\frac{gQ_1Q_2}{a+\kappa\rho^2},\qquad
\Delta F=-\frac{g^2Q_1^2Q_2^2}{2(a+\kappa\rho^2)}. \label{eliminated}
\end{equation}
The polarization relaxes in the direction that lowers the coupling energy, and its elastic cost returns half of that gain. For small amplitudes,
\begin{equation}
\Delta F=-\frac{g^2}{2a}Q_1^2Q_2^2+\frac{g^2\kappa}{2a^2}Q_1^2Q_2^2\rho^2+O(\rho^8). \label{expansion}
\end{equation}
The first term has the form of the $\gamma$ term in Eq.~\eqref{energy}, so
\begin{equation}
\gamma_{\rm eff}=\gamma-\frac{g^2}{a}. \label{gammaeff}
\end{equation}
The coefficient $\kappa$ first enters at sixth order.

To place the effect of $b$, let $P_0$ be the solution for $b=0$. Since $b\ge0$, the minimum energy cannot fall when $b$ is added. Using $P_0$ as a trial value shows that it rises by at most $bP_0^4/4$. Because $P_0=O(\rho^2)$, this change is $O(\rho^8)$. Neither $\kappa$ nor $b$ alters Eq.~\eqref{gammaeff}.

\section{The sign of the quartic energy}

Set $Q_1=\rho\cos\theta$, $Q_2=\rho\sin\theta$ and $S=\sin^2 2\theta$. Then $\cos^2\theta\sin^2\theta=S/4$ and $\cos^4\theta+\sin^4\theta=1-S/2$. The quartic energy is
\begin{align}
\frac{F_4}{\rho^4}&=\frac\beta4\left(1-\frac S2\right)+\frac{\gamma_{\rm eff}}{8}S\nonumber\\
&=\frac\beta4+\frac{\gamma_{\rm eff}-\beta}{8}S. \label{angular}
\end{align}
Equal amplitudes, $|Q_1|=|Q_2|=\rho/\sqrt2$, have $S=1$:
\begin{equation}
F_4=u\rho^4,\qquad u=\frac18\left(\beta+\gamma-\frac{g^2}{a}\right). \label{quartic}
\end{equation}
This is negative if and only if
\begin{equation}
g^2>a(\beta+\gamma),\qquad\text{or}\qquad g>g_*\equiv\sqrt{aB}. \label{threshold}
\end{equation}
Beyond the threshold $\gamma_{\rm eff}<-\beta<\beta$, so Eq.~\eqref{angular} is lowest at $S=1$: equal amplitude is then the most favourable direction. A negative biquadratic coefficient is not sufficient, because it must also outweigh $\beta$. At equality the quartic energy vanishes in this direction and higher orders decide.

The threshold concerns the sign of the quartic energy, not the presence of polarization. If $\alpha$ is slightly negative and $-\beta<\gamma_{\rm eff}<\beta$, the modes condense continuously with equal amplitudes, and Eq.~\eqref{eliminated} gives $P\propto\rho^2$ even though $u>0$.

\subsection{Unequal quartic coefficients}

For inequivalent modes replace $\beta$ by $\beta_1,\beta_2>0$. Completing the square in $Q_1^2$ and $Q_2^2$ gives
\begin{align}
F_4={}&\frac14\left(\sqrt{\beta_1}\,Q_1^2-\sqrt{\beta_2}\,Q_2^2\right)^2\nonumber\\
&+\frac12\left(\gamma_{\rm eff}+\sqrt{\beta_1\beta_2}\right)Q_1^2Q_2^2. \label{unequal}
\end{align}
If the second bracket is nonnegative, so is $F_4$. If it is negative, choosing $Q_1^2/Q_2^2=\sqrt{\beta_2/\beta_1}$ removes the square and makes $F_4$ negative. The condition for some negative direction is therefore
\begin{equation}
g^2>a\left(\gamma+\sqrt{\beta_1\beta_2}\right). \label{unequalthreshold}
\end{equation}
Held at equal amplitudes, the same modes would need $g^2>a[\gamma+(\beta_1+\beta_2)/2]$, which is never a weaker condition, since the arithmetic mean is at least the geometric mean.

\section{When a polar ground state follows}

A negative $u$ makes the energy bend downward at fourth order, but a positive $\alpha$ opposes it at small amplitude and some higher-order term must stop the descent. With $\kappa=b=0$ and $u<0$, Eq.~\eqref{energy} has no lower bound. We now take $\alpha>0$, $\kappa>0$, $b=0$, and keep the whole of Eq.~\eqref{eliminated}. With $x=\rho^2$,
\begin{equation}
F=\frac{\alpha x}{2}+\frac{\beta x^2}{4}+\frac{x^2S}{8}\left[\gamma-\beta-\frac{g^2}{a+\kappa x}\right]. \label{fullangular}
\end{equation}
At fixed $x$ this is linear in $S$, so its minimum lies at $S=0$ or $S=1$. At $S=0$ it is positive for $x>0$. A state below the undistorted one therefore requires a negative value of the equal-amplitude energy
\begin{equation}
F_1(x)=\frac{\alpha x}{2}+\frac{Bx^2}{8}-\frac{g^2x^2}{8(a+\kappa x)}. \label{reduced}
\end{equation}
Dividing $F_1<0$ by $x/2$ gives
\begin{equation}
\alpha<h(x)\equiv\frac x4\left[\frac{g^2}{a+\kappa x}-B\right]. \label{hcondition}
\end{equation}
Its derivative is
\begin{equation}
h'(x)=\frac14\left[\frac{g^2a}{(a+\kappa x)^2}-B\right]. \label{hderivative}
\end{equation}
If $g\le g_*$, then $h'<0$ for all $x>0$; since $h(0)=0$, no positive $\alpha$ satisfies Eq.~\eqref{hcondition}. If $g>g_*$, $h$ has a maximum where $a+\kappa x_c=g\sqrt{a/B}=ag/g_*$, or
\begin{equation}
x_c=\frac a\kappa\left(\frac g{g_*}-1\right). \label{xc}
\end{equation}
There $g^2/(a+\kappa x_c)=gg_*/a=Bg/g_*$, because $g_*^2=aB$. Hence
\begin{align}
\alpha_c=h(x_c)&=\frac{a}{4\kappa}\left(\frac g{g_*}-1\right)B\left(\frac g{g_*}-1\right)\nonumber\\
&=\frac{(g-g_*)^2}{4\kappa}. \label{alphac}
\end{align}
A polar ground state exists for $0<\alpha<\alpha_c$. As $\alpha$ falls through $\alpha_c$, $\rho^2$ of the lowest state jumps from zero to $x_c$: in this model the transition is first order.

Close to the threshold the jump is small and an expansion suffices. Equation~\eqref{reduced} becomes $F_1\simeq\alpha x/2+ux^2+wx^3$ with $w=g^2\kappa/(8a^2)$. Negative energy requires $\alpha<-2ux-2wx^2$, whose maximum, at $x=-u/(2w)$, is
\begin{equation}
\frac{u^2}{2w}=\frac{(g^2-g_*^2)^2}{16g^2\kappa}\simeq\frac{(g-g_*)^2}{4\kappa}, \label{nearthreshold}
\end{equation}
where $g+g_*\simeq2g$ was used. This agrees with Eq.~\eqref{alphac}.

\section{Electrical boundary conditions}

The stiffness $a$ refers to $E=0$, as in a shorted capacitor with ideal electrodes. At $Q_1=Q_2=0$ and small field, $aP=vE$. Comparison with $P=\epsilon_0\chi E$ gives $a=v/(\epsilon_0\chi)$, where $\epsilon_0$ is expressed in the chosen units.

Let a nonpolar layer of thickness $d$ and relative permittivity $\epsilon_i$ lie in series with a film of thickness $t$. Zero total voltage and continuity of displacement, with no charge at the interface, require
\begin{equation}
E_ft+E_id=0,\qquad \epsilon_0E_f+P=\epsilon_0\epsilon_iE_i. \label{circuit}
\end{equation}
Substituting $E_i=-E_ft/d$ yields
\begin{equation}
E_f=-\frac{P}{\epsilon_0(1+\epsilon_it/d)}. \label{depolarizing}
\end{equation}
The force $vE_f$ on $P$ is linear and restoring, so it adds to the stiffness:
\begin{equation}
\frac{\Delta a}{a}=\frac{\chi}{1+\epsilon_it/d}. \label{layer}
\end{equation}
In open circuit without free charge, $\epsilon_0E+P=0$ and $\Delta a/a=\chi$. Both cases raise $g_*$. These formulas neglect the film's electronic background permittivity $\epsilon_\infty$. If $P$ and $\chi$ exclude that background, it replaces the 1 in the denominator of Eq.~\eqref{layer} by $\epsilon_\infty$, and the open-circuit result becomes $\Delta a/a=\chi/\epsilon_\infty$. The sign of the quartic energy thus depends on how well the polarization is screened.

\section{A capacitor-scale example}

Take a volume of 0.034 nm$^3$ per formula unit and $\chi=25$. One MV/cm times one $\mu$C/cm$^2$ is $10^6$ J/m$^3$, which in this volume gives $v=0.2122$ meV. A polarization of 1 $\mu$C/cm$^2$ corresponds to a field of 0.452 MV/cm, so $a=0.452\times0.2122=0.0959$ meV/($\mu$C/cm$^2$)$^2$. The other chosen parameters are $\alpha=15$, $\beta=100$ and $\gamma=140$ meV, $g=6$ meV/($\mu$C/cm$^2$), $\kappa=0.014$ meV/($\mu$C/cm$^2$)$^2$ and $b=0$.

The induced shift is $-g^2/a=-36/0.09587=-375.5$ meV, hence $\gamma_{\rm eff}=-235.5$ meV. From Eq.~\eqref{quartic},
\begin{equation}
u=\frac{240-375.5}{8}=30.0-46.9=-16.9\ \text{meV}. \label{numberu}
\end{equation}
The threshold is $g_*=\sqrt{0.09587\times240}=4.80$ meV/($\mu$C/cm$^2$), so $g/g_*=1.25$. Equations~\eqref{xc} and \eqref{alphac} give $x_c=1.72$ and $\alpha_c=25.9$ meV. The chosen $\alpha$ lies below this value, so the ground state is polar.

Setting $dF_1/dx=0$ gives
\begin{equation}
\frac\alpha2+\frac{Bx}{4}-\frac{g^2x(2a+\kappa x)}{8(a+\kappa x)^2}=0. \label{roots}
\end{equation}
Numerical solution gives a maximum at $x=0.261$ and a minimum at $x=2.08$. At the minimum $|Q_1|=|Q_2|=1.02$, and Eq.~\eqref{eliminated} gives $|P|=50$ $\mu$C/cm$^2$. The energy there is $-10.4$ meV, and at the maximum it is $+0.92$ meV. The barrier out of the polar state is therefore $11.3$ meV per formula unit.

This is the lowest uniform barrier between the two signs of $P$. To reverse $P$, the product $Q_1Q_2$ must pass through zero. At $x=0.261$ the bracket in Eq.~\eqref{fullangular} is negative, so a path that crosses this $x$ costs at least $F_1=0.92$ meV there. A path that stays at larger $x$ must cross $S=0$, where $F=\alpha x/2+\beta x^2/4$ increases with $x$ and already exceeds 0.92 meV at $x=0.261$. The path with equal amplitudes through the origin attains the lower value.

\subsection{Switching by a field}

With a field, the square in Eq.~\eqref{square} is completed with $gQ_1Q_2-vE$ in place of $gQ_1Q_2$. For $Q_1=Q_2$, where $Q_1Q_2=x/2$, this gives
\begin{equation}
F_1(x,E)=\frac{\alpha x}{2}+\frac{Bx^2}{8}-\frac{(vE-gx/2)^2}{2(a+\kappa x)}. \label{fieldenergy}
\end{equation}
The state has $P<0$, and $E>0$ opposes it. The stationary state was followed numerically in steps of 0.002 MV/cm, with the curvatures in all three variables; it disappears at 1.90 MV/cm, or 1.9 V across 10 nm.

The system does not then remain undistorted. For $Q_1=-Q_2$ the sign of $g$ in Eq.~\eqref{fieldenergy} is reversed, and expansion to first order in $x$ replaces $\alpha$ by
\begin{equation}
\alpha-\frac{gvE}{a}+\kappa\left(\frac{vE}{a}\right)^2. \label{fieldalpha}
\end{equation}
At 1.90 MV/cm this is about $15-25.2+0.2=-10$ meV, so the opposite product $Q_1Q_2$ grows. Minimization at a field 5\% higher, started near the lost state, ends at $P=+59$ $\mu$C/cm$^2$, which includes the polarization induced by the field.

\subsection{What the model leaves out}

With $t=10$ nm, $d=0.5$ nm and $\epsilon_i=25$, Eq.~\eqref{layer} gives $\Delta a/a=25/501=5.0\%$. All other coefficients held fixed, $\alpha_c$ falls from 25.9 to 21.0 meV. Setting $\alpha_c=\alpha$ in Eq.~\eqref{alphac} shows that a layer of 1.24 nm removes the polar ground state, although a metastable polar state may remain. These figures assume that no charge reaches the interface. With the 0.5 nm layer the polarization relaxes to 43 $\mu$C/cm$^2$ and the field in the layer is about 20 MV/cm, far above the rough breakdown field quoted below for hafnia. In a real capacitor, charge would be expected to leak to the interface and weaken the effect of the layer. In open circuit, with the electronic background neglected, the stiffness is $26a$ and $u=30.0-46.9/26=+28.2$ meV: the induced term is then too weak to change the sign. With the same $a$ and a background permittivity of 5, the stiffness would be $6a$ and $u=+22$ meV, still positive.

Higher orders leave $u$ unchanged but matter for the ground state. If $b$ is chosen so that $bP^2/a=0.10$ at the original polarization, minimization in all three variables gives an energy of $-6.4$ instead of $-10.4$ meV, and $|P|$ falls to 41 $\mu$C/cm$^2$. An additional energy $c\rho^6$ with $c=3.5$ meV would raise the polar state to zero energy.

Strain $e$ coupled as $le\rho^2+\tfrac12Ke^2$, with $K$ the elastic modulus times the volume per formula unit, relaxes to $e=-l\rho^2/K$. It adds $-l^2\rho^4/(2K)=-\tfrac12Ke^2$. A rough strain of 1\% at the polar minimum and a modulus of 200 GPa give $-\tfrac12Ke^2=-2.1$ meV. Dividing by $\rho^4=2.08^2=4.33$ gives a contribution of $-0.5$ meV to the quartic coefficient, small beside $u$. The energy of the polar state is nevertheless lowered by about a fifth of its depth. Both effects are absent if this strain is clamped.

For thermal retention, suppose that $N$ formula units move together over a barrier $N\times11.3$ meV, with attempt rate $\nu$. One expected escape from the polar state in time $\tau$ means $\nu\tau\exp(-N\times11.3\ \text{meV}/k_BT)=1$. With a rough $\nu=10^{13}$ s$^{-1}$, $\tau=10$ years and $T=358$ K, for which $k_BT=30.85$ meV,
\begin{equation}
N=\frac{49.5\times30.85}{11.3}\simeq135. \label{retention}
\end{equation}
This is a volume of 4.6 nm$^3$. A smaller region moving independently would not meet this criterion. An escape leads first to the undistorted local minimum, from which both signs of $P$ are equally likely; counting only reversals would lower $N$ by about 2.

\subsection{Relation to hafnia capacitors}

The thickness and polarization lie in the rough range of ferroelectric hafnia, but the mode coefficients are round choices and not a fit. The value $\chi=25$ belongs to the undistorted state. At the polar minimum the mode amplitudes also respond to the field, and the model's susceptibility is about 65, which is high for hafnia films. The remanent polarization of a polycrystalline film can be lower than the model's 50 $\mu$C/cm$^2$, since its grains need not all be polar or aligned. Coercive fields are roughly 1 MV/cm and breakdown fields roughly 4 MV/cm. The model's 1.90 MV/cm is of the same order as the former and about half of the latter. That closeness does not validate the model: real films can switch by nucleation and wall motion, which uniform amplitudes exclude, and the model cannot say how far this shifts the field. The energy scale is not that of hafnia either. Cubic fluorite hafnia has an unstable X-point mode, whereas the example takes $\alpha>0$, and density-functional calculations place it more than 0.1 eV per formula unit above the polar phase, against the model's 10 meV. The barrier of 11.3 meV and the retention volume of 4.6 nm$^3$ therefore belong to the model only. The assumption of equivalent modes also fails relative to cubic fluorite. For $\beta_1=60$ and $\beta_2=140$ meV, with the mean and the other coefficients unchanged, Eq.~\eqref{unequalthreshold} moves the threshold coupling from 4.80 to 4.71 meV/($\mu$C/cm$^2$). Unequal quadratic coefficients would leave this quartic threshold unchanged but would alter the condition for a polar ground state.
